# Anderson–Weiss decay: from a Gaussian line to a narrowed Lorentzian core, part 1

(Sections cited here and not found follow in the second part.)

## First half: the decay

### 1. Two cases that can be seen through

Take many identical spins precessing about a static field. Each has a frequency offset $\delta$ from the mean, and suppose first that the offset never changes. After a time $t$ a spin has gained the extra phase $\delta t$. If the offsets are Gaussian with zero mean and standard deviation $\Delta$, the transverse magnetization, relative to its initial value, is

$$
G(t)=\int_{-\infty}^{\infty}\frac{d\delta}{\sqrt{2\pi}\,\Delta}\,
e^{-\delta^2/2\Delta^2}\,e^{i\delta t}. \tag{1}
$$

To do the integral, complete the square in the exponent:

$$
-\frac{\delta^2}{2\Delta^2}+i\delta t
=-\frac{(\delta-i\Delta^2t)^2}{2\Delta^2}-\frac{\Delta^2t^2}{2}.
$$

Expanding the square on the right gives $-\delta^2/2\Delta^2+i\delta t+\Delta^2t^2/2$, and the last term removes the surplus. The shift of $\delta$ by an imaginary constant does not change the integral, because the integrand is analytic and vanishes at both ends of the strip. The remaining Gaussian integral is one, so

$$
G(t)=e^{-\Delta^2t^2/2}. \tag{2}
$$

Now let each spin keep its offset for an interval $\tau$ and then draw a new one, independent of the old. After $N$ intervals the phase is a sum of $N$ independent parts. The average of the product of their phase factors is the product of the averages, and each factor is (2) taken at $t=\tau$:

$$
G(N\tau)=\left(e^{-\Delta^2\tau^2/2}\right)^N=e^{-(\Delta^2\tau/2)\,t},
\qquad t=N\tau. \tag{3}
$$

The decay is now exponential at these times, and it becomes slower as the redrawing becomes faster. A spin that changes its offset often gains phase in one interval and loses it in another, so the phase performs a random walk instead of growing steadily. This is motional narrowing, also called exchange narrowing when exchange moves the frequency about.

Equations (2) and (3) are two extremes. In most real motion the offset is neither frozen nor redrawn at fixed instants; its memory fades gradually. The Anderson–Weiss model treats that case, with one formula for all speeds.

### 2. The model and its conventions

The instantaneous precession frequency of a spin is $\omega_0+\delta(t)$. All frequencies are angular. The noise $\delta(t)$ has these properties.

- It is real and stationary, with zero mean.
- It is a Gaussian process: any weighted sum of its values at finitely many times is a Gaussian variable.
- Its memory is exponential:

$$
C(t-t')=\langle\delta(t)\delta(t')\rangle=\Delta^2e^{-|t-t'|/\tau_c}. \tag{4}
$$

Here $\Delta$ is the root-mean-square offset and $\tau_c$ the correlation time. The brackets denote an average over the spins, or over realizations of the noise.

The fluctuating field is taken to lie along the static field. It therefore changes the precession frequency but cannot flip a spin. Relaxation toward thermal equilibrium is left out as well, so all decay found here is loss of phase agreement.

With $m=M_x+iM_y$ and the sense of rotation chosen positive, one spin obeys

$$
\frac{dm}{dt}=i\,[\omega_0+\delta(t)]\,m,
\qquad
m(t)=m(0)\,e^{i\omega_0t}\,e^{i\varphi(t)},
\qquad
\varphi(t)=\int_0^t\delta(t')\,dt'. \tag{5}
$$

In the frame rotating at $\omega_0$ the factor $e^{i\omega_0t}$ disappears. The normalized free induction decay is then

$$
G(t)=\left\langle e^{i\varphi(t)}\right\rangle,\qquad t\ge0. \tag{6}
$$

### 3. The average over a Gaussian phase

The integral for $\varphi$ is a limit of sums $\sum_j\delta(t_j)\,h$ with step $h$. Each such sum is Gaussian by assumption. Because (4) is continuous, the sums converge in mean square, and a mean-square limit of Gaussian variables is again Gaussian. The phase is therefore Gaussian, with zero mean and some variance $\langle\varphi^2\rangle$.

The average (6) is the integral (1) with the random number $\delta t$ replaced by $\varphi$, so its variance $\Delta^2t^2$ is replaced by $\langle\varphi^2\rangle$. Equation (2) becomes

$$
G(t)=e^{-\langle\varphi^2(t)\rangle/2}. \tag{7}
$$

The task is reduced to one variance.

### 4. The phase variance

Squaring the integral in (5) and averaging gives

$$
\langle\varphi^2\rangle=\int_0^tdt'\int_0^tdt''\,C(t'-t'').
$$

The integrand is unchanged when $t'$ and $t''$ are exchanged, so the square of integration consists of two triangles with equal contributions. Keep the one with $t''<t'$, double it, and put $u=t'-t''$:

$$
\langle\varphi^2\rangle=2\int_0^tdt'\int_0^{t'}du\,C(u).
$$

Now exchange the order of integration. For given $u$, the time $t'$ runs from $u$ to $t$, a range of length $t-u$. Hence

$$
\langle\varphi^2\rangle=2\int_0^t(t-u)\,C(u)\,du. \tag{8}
$$

This holds for any stationary noise with an integrable correlation function. For the exponential (4) two integrals are needed. The second follows by integration by parts:

$$
\int_0^te^{-u/\tau_c}du=\tau_c\left(1-e^{-t/\tau_c}\right),
$$

$$
\int_0^tu\,e^{-u/\tau_c}du=-\tau_ct\,e^{-t/\tau_c}+\tau_c^2\left(1-e^{-t/\tau_c}\right).
$$

Multiply the first by $t$ and subtract the second. The terms $-\tau_ct\,e^{-t/\tau_c}$ and $+\tau_ct\,e^{-t/\tau_c}$ cancel, which leaves

$$
\int_0^t(t-u)e^{-u/\tau_c}du
=\tau_ct-\tau_c^2\left(1-e^{-t/\tau_c}\right)
=\tau_c^2f(t/\tau_c),
$$

$$
f(x)=e^{-x}-1+x. \tag{9}
$$

So $\langle\varphi^2\rangle=2\Delta^2\tau_c^2f(t/\tau_c)$. The factor 2 cancels the one half in (7), and the Anderson–Weiss decay is

$$
G(t)=\exp\left\{-\Delta^2\tau_c^2\left[e^{-t/\tau_c}-1+\frac{t}{\tau_c}\right]\right\}. \tag{10}
$$

Its shape depends on one dimensionless number,

$$
k=\Delta\tau_c, \tag{11}
$$

the typical phase, in radians, that an offset would produce during one correlation time.

### 5. How the decay rate builds up

Differentiating the logarithm of (10) gives the momentary decay rate

$$
-\frac{1}{G}\frac{dG}{dt}=\Delta^2\tau_c\left(1-e^{-t/\tau_c}\right). \tag{12}
$$

It starts at zero and rises to $\Delta^2\tau_c$ within a few correlation times.

For $t\ll\tau_c$ the rate is $\Delta^2t$, and integration returns the frozen result (2). The noise has had no time to change. The exponent differs from $\Delta^2t^2/2$ by about $k^2(t/\tau_c)^3/6$, so $G$ itself is close to (2) only while this amount is small. For $k=20$ at $t=0.2\,\tau_c$, $G$ is already 1.7 times the Gaussian, though both are then below $10^{-3}$. At short enough times (2) holds for every $k$, so every decay starts with zero slope.

When $t\gg\tau_c$ and also $k^2e^{-t/\tau_c}\ll1$, the exponential in (10) can be dropped:

$$
G(t)\simeq e^{k^2}e^{-\Delta^2\tau_ct}. \tag{13}
$$

The rate agrees with (3) if the redrawing interval is $\tau=2\tau_c$. The prefactor exceeds one because the early decay was slower than the final rate.

Which form matters depends on how much signal is left when $t$ reaches $\tau_c$. There the exponent is $k^2f(1)=k^2/e$. For $k\gg1$ the signal has gone by then, and nearly the whole visible decay is Gaussian. For $k\ll1$ hardly anything has been lost, and nearly the whole decay is exponential.

Take $\Delta=2.0\times10^4$ rad/s and $\tau_c=50$ µs, so that $k=1$. These are round model values. At $t=100$ µs, $t/\tau_c=2$ and

$$
G=e^{-(e^{-2}-1+2)}=e^{-1.1353}=0.321.
$$

The other entries follow in the same way:

| $t$ (µs) | $G$ | $e^{-\Delta^2t^2/2}$ | $e^{-\Delta^2\tau_ct}$ |
|---|---|---|---|
| 25 | 0.899 | 0.882 | 0.607 |
| 50 | 0.692 | 0.607 | 0.368 |
| 100 | 0.321 | 0.135 | 0.135 |
| 200 | 0.049 | 0.0003 | 0.018 |

The true decay lies above both limiting forms, as (12) requires: its rate is below $\Delta^2t$ and below $\Delta^2\tau_c$ at every $t>0$. At 200 µs the exponential needs its prefactor $e^{k^2}=2.718$. Their product is 0.050, close to 0.049.

The time $t_e$ at which $G=1/e$ follows from $k^2f(t_e/\tau_c)=1$. For $k\ll1$ the term $e^{-t_e/\tau_c}$ is negligible, so

$$
t_e\simeq\frac{1}{\Delta^2\tau_c}+\tau_c. \tag{14}
$$

For $\tau_c=5$ µs this gives $500+5=505$ µs, the value found by solving the full equation. The slow start delays the exponential decay by one correlation time.

### 6. A second road to the same decay

The noise can be built explicitly, which shows that it exists and gives a derivation that does not use the phase variance. Let $y=\delta/\Delta$, and advance it by a step $h$ through

$$
y(t+h)=q\,y(t)+\sqrt{1-q^2}\,\xi,\qquad q=e^{-h/\tau_c}, \tag{15}
$$

where $\xi$ is a fresh Gaussian number of unit variance, independent of the past. Let $y$ start as a Gaussian number of zero mean and unit variance. It keeps this variance, since $q^2+(1-q^2)=1$. After $n$ steps the correlation with the starting value is $q^n=e^{-nh/\tau_c}$, as (4) demands. All values are linear combinations of independent Gaussian numbers, so the process is Gaussian.

Define polynomials $H_n(y)$ by the generating function

$$
e^{zy-z^2/2}=\sum_{n=0}^\infty\frac{z^n}{n!}H_n(y),
\qquad H_0=1,\quad H_1=y. \tag{16}
$$

Two properties are needed. Differentiating (16) with respect to $z$ multiplies the left side by $y-z$. Comparing powers of $z$ then gives $H_{n+1}=yH_n-nH_{n-1}$, or

$$
yH_n=H_{n+1}+nH_{n-1}.
$$

For the second, insert (15) in the generating function and average over $\xi$, using $\langle e^{b\xi}\rangle=e^{b^2/2}$ with $b=z\sqrt{1-q^2}$:

$$
\left\langle e^{zy(t+h)-z^2/2}\right\rangle_\xi
=e^{zqy+z^2(1-q^2)/2-z^2/2}
=e^{(zq)y-(zq)^2/2}.
$$

Thus $H_n$ is multiplied by $q^n$, which is $1-nh/\tau_c$ to first order in $h$.

Now let $F_n(t)=\langle H_n(y(t))\,e^{i\varphi(t)}\rangle$, so that $F_0=G$. During a short step the phase factor is multiplied by $1+i\Delta yh$. Collecting the terms of first order in $h$ gives the stochastic Liouville equations

$$
\frac{dF_n}{dt}=-\frac{n}{\tau_c}F_n+i\Delta\left(F_{n+1}+nF_{n-1}\right). \tag{17}
$$

At $t=0$ the phase is zero, and averaging (16) over $y$ gives 1 on the left. Hence $F_0(0)=1$ and all other $F_n(0)$ vanish.

Try $F_n=G\,(ig)^n$ with an unknown function $g(t)$. Dividing (17) by $F_n$ gives

$$
\frac{G'}{G}+n\frac{g'}{g}=-\frac{n}{\tau_c}-\Delta g+\frac{n\Delta}{g}.
$$

The parts without $n$ and with $n$ must agree separately:

$$
\frac{G'}{G}=-\Delta g,\qquad g'=\Delta-\frac{g}{\tau_c}.
$$

With $g(0)=0$ the second gives $g=\Delta\tau_c(1-e^{-t/\tau_c})$, and the first is then (12). Equation (10) is recovered. The function $g$ is the covariance $\langle y\varphi\rangle$ of a spin's present reduced offset and the phase it has gained: by (4), $\langle y\varphi\rangle=\Delta\int_0^te^{-(t-t')/\tau_c}dt'=g(t)$.

Equations (17) were also solved numerically, cut off at 120 levels, without using (10). For $k=0.1$, 1 and 20, at three times each, the two results differ by less than $10^{-13}$. A direct simulation of (15) with 40,000 trajectories gives $G=0.323$ at 100 µs for $k=1$. The statistical error is below 0.005, and (10) gives 0.321.

### 7. What the Gaussian assumption supplies

Let the offset jump between $+\Delta$ and $-\Delta$ with rate $r$ in each direction. The mean value of $\delta$, for a known start, decays at rate $2r$, since each jump reverses the sign. The correlation function is $\Delta^2e^{-2r|t|}$, which is (4) if $2r=1/\tau_c$. The noise is not Gaussian.

Let $A_\pm$ be the average of $e^{i\varphi}$ over spins now at $\pm\Delta$, each weighted by the fraction present. Then

$$
\frac{dA_\pm}{dt}=(\pm i\Delta-r)A_\pm+rA_\mp.
$$

For the sum $G=A_++A_-$ and the difference $D=A_+-A_-$ this means $G'=i\Delta D$ and $D'=i\Delta G-2rD$. Eliminating $D$ gives

$$
G''+2rG'+\Delta^2G=0, \tag{18}
$$

the equation of a damped oscillator, with exponents $-r\pm\sqrt{r^2-\Delta^2}$. For slow jumps, $r<\Delta$, the signal oscillates. At $k=10$ and $\Delta t=\pi$ it is $-0.85$, whereas Gaussian noise with the same correlation function gives $+0.012$. For fast jumps the smaller decay rate is

$$
r-\sqrt{r^2-\Delta^2}=\frac{\Delta^2}{r+\sqrt{r^2-\Delta^2}}\simeq\frac{\Delta^2}{2r}=\Delta^2\tau_c .
$$

At $k=0.05$ the calculated rate is 1.0025 times this limit. In this comparison the statistics decide the slow decay, while the fast rate depends on the correlation function. The random walk explains why: a phase made of many similar, independent parts of finite variance is nearly Gaussian, even if the single parts are not.

## Second half: the line

### 8. What is carried over

The noise has root-mean-square offset $\Delta$ and correlation time $\tau_c$, and $k=\Delta\tau_c$. The decay, from (9) and (10), is

$$
G(t)=e^{-k^2f(t/\tau_c)},\qquad f(x)=e^{-x}-1+x. \tag{19}
$$

It begins as $e^{-\Delta^2t^2/2}$ and ends as $e^{k^2}e^{-\Delta^2\tau_ct}$. Frequencies are angular, and $\omega$ is measured from the mean frequency $\omega_0$. Equations (17) determine the same decay without using (19).

### 9. Definition of the line and its two limiting forms

The line shape is the cosine transform

$$
I(\omega)=\frac1\pi\int_0^\infty G(t)\cos\omega t\,dt. \tag{20}
$$

Since $G$ is real, this is the Fourier transform of the even function $G(|t|)$ divided by $2\pi$. The inverse relation is

$$
G(t)=\int_{-\infty}^{\infty}I(\omega)\cos\omega t\,d\omega, \tag{21}
$$

and at $t=0$ it says that the line has unit area. Widths below are half-widths at half maximum, written HWHM.

For the frozen decay (2), the square is completed as in Section 1, with the roles of time and frequency exchanged:

$$
I_G(\omega)=\frac{1}{2\pi}\int_{-\infty}^\infty e^{-\Delta^2t^2/2-i\omega t}dt
=\frac{1}{\sqrt{2\pi}\,\Delta}e^{-\omega^2/2\Delta^2}. \tag{22}
$$

This is the distribution of the offsets themselves. It falls to half its peak when $\omega^2/2\Delta^2=\ln2$, so its HWHM is $\Delta\sqrt{2\ln2}$.

For a pure exponential of rate $\gamma=\Delta^2\tau_c$,

$$
I_L(\omega)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{-(\gamma-i\omega)t}dt
=\frac1\pi\,\frac{\gamma}{\gamma^2+\omega^2}, \tag{23}
$$

a Lorentzian of HWHM $\gamma=\Delta^2\tau_c$. It remains to show how closely the true line approaches these forms.

This part has derived the Anderson–Weiss decay (10) for Gaussian noise with exponential memory, defined the line shape (20), and found its Gaussian and Lorentzian limiting forms. What remains is to bound the error of each form, to find the width, far wings and second moment of the true line, and to state the conditions for using the result.
